# Donor Dissociation Before Beta-Hydride Elimination: Rate Law and Inverse-Order Limit

A metal alkyl carries one donor ligand L that blocks the site needed for β-hydride elimination. Suppose that the donor leaves a given molecule, on average, once in 100 s. The open-site alkyl then has two possible fates: it recaptures a donor at 200 s⁻¹, or it eliminates at 10 s⁻¹. Of 210 such openings, 200 end in recapture and 10 in elimination, so one opening in 21 succeeds. The alkyl therefore decomposes with the rate constant

$$
k=(0.01\ \mathrm{s^{-1}})\times\frac{10}{210}=4.76\times10^{-4}\ \mathrm{s^{-1}} .
$$

If the free donor concentration is doubled, recapture rises to 400 s⁻¹ and one opening in 41 succeeds. The rate falls almost by half, although the donor leaves as often as before. Free donor slows the reaction by closing the site again, and the rate is nearly inversely proportional to its concentration because nearly every opening is followed by recapture.

To make this general, write A for the protected alkyl M(R)L and I for the open-site alkyl M(R):

$$
\mathrm{A}\ \underset{k_m[\mathrm L]}{\overset{k_1}{\rightleftharpoons}}\ \mathrm{I}+\mathrm{L},\qquad
\mathrm{I}\ \xrightarrow{\,k_2\,}\ \text{products}.
$$

Here $k_1$ and $k_2$ are in s⁻¹ and the recapture constant $k_m$ is in M⁻¹ s⁻¹. The solution is taken as ideal and isothermal, one donor is lost per metal, and elimination is irreversible, with a constant $k_2$ that does not depend on $[\mathrm L]$. For the present A does not eliminate directly, and free donor is in such excess that $[\mathrm L]$ stays constant. The balances are

$$
\frac{d[\mathrm A]}{dt}=-k_1[\mathrm A]+k_m[\mathrm L][\mathrm I],\qquad
\frac{d[\mathrm I]}{dt}=k_1[\mathrm A]-D[\mathrm I],\qquad D=k_m[\mathrm L]+k_2 .
$$

The quantity $D$ is the total rate constant for leaving I. The rate of reaction is the rate of product formation, $k_2[\mathrm I]$. If I is consumed much faster than A changes, its formation and consumption nearly balance. Setting $d[\mathrm I]/dt\approx0$ gives $[\mathrm I]=k_1[\mathrm A]/D$, and hence

$$
\text{rate}=k_2[\mathrm I]=\frac{k_1k_2[\mathrm A]}{k_m[\mathrm L]+k_2}.
$$

This is the rate law. It is the dissociation rate $k_1[\mathrm A]$ multiplied by the probability $k_2/D$ that an opening ends in elimination, which is the counting argument of the first paragraph.

When recapture is much faster than elimination, $k_2$ can be dropped beside $k_m[\mathrm L]$. With the dissociation constant $K=k_1/k_m$,

$$
\text{rate}\approx\frac{k_1k_2[\mathrm A]}{k_m[\mathrm L]}=\frac{Kk_2[\mathrm A]}{[\mathrm L]} ,
$$

which is first order in the complex and inverse first order in free donor. In the opposite limit, $k_m[\mathrm L]\ll k_2$, every opening is almost certain to succeed. The rate becomes $k_1[\mathrm A]$, of order zero in donor.

The steady-state step can be checked against the exact solution, because the balances are linear at constant $[\mathrm L]$. Insert $[\mathrm A]=a\,e^{-\lambda t}$ and $[\mathrm I]=b\,e^{-\lambda t}$:

$$
(k_1-\lambda)a=k_m[\mathrm L]\,b,\qquad (D-\lambda)b=k_1a .
$$

Multiplying the two equations and cancelling $ab$ gives $(k_1-\lambda)(D-\lambda)=k_1k_m[\mathrm L]$. Expanding the left side leaves the constant term $k_1D-k_1k_m[\mathrm L]=k_1k_2$, so

$$
\lambda^2-S\lambda+k_1k_2=0,\qquad S=k_1+k_m[\mathrm L]+k_2 .
$$

The discriminant is

$$
S^2-4k_1k_2=(k_1-k_2)^2+2k_m[\mathrm L](k_1+k_2)+(k_m[\mathrm L])^2 ,
$$

which is positive when donor is present. There are thus two real roots, $\lambda_s<\lambda_f$. Their sum $S$ and product $k_1k_2$ are positive, so both roots are positive. At $\lambda=k_1$ and at $\lambda=D$ the quadratic has the negative value $-k_1k_m[\mathrm L]$. Both $k_1$ and $D$ therefore lie between the roots, and in particular $\lambda_s<k_1$.

Starting from pure A, $[\mathrm I]$ is zero at first and has the initial slope $k_1[\mathrm A]_0$. The combination of the two exponentials that meets these conditions is

$$
[\mathrm I]=\frac{k_1[\mathrm A]_0}{\lambda_f-\lambda_s}\left(e^{-\lambda_st}-e^{-\lambda_ft}\right).
$$

The fast exponential is an induction period, during which the population of I builds up. After it has died out, both species decay with $\lambda_s$, and the relation $(D-\lambda_s)b=k_1a$ gives

$$
\frac{[\mathrm I]}{[\mathrm A]}=\frac{k_1}{D-\lambda_s}.
$$

The steady-state ratio $k_1/D$ differs from this by neglect of $\lambda_s$ beside $D$.

An experiment that follows the total alkyl, $[\mathrm A]+[\mathrm I]$, after the induction period measures $\lambda_s$ itself. To bound it, write the quadratic as

$$
\lambda_s=\frac{k_1k_2}{S-\lambda_s}.
$$

Since $0<\lambda_s<k_1$, the denominator lies between $S-k_1=D$ and $S$. Therefore

$$
\frac{k_1k_2}{k_1+k_m[\mathrm L]+k_2}<\lambda_s<\frac{k_1k_2}{k_m[\mathrm L]+k_2}.
$$

The upper bound is the steady-state constant $k_{ss}=k_1k_2/D$. Its error relative to the exact constant is

$$
\frac{k_{ss}-\lambda_s}{\lambda_s}=\frac{S-\lambda_s}{D}-1=\frac{k_1-\lambda_s}{D}<\frac{k_1}{D}.
$$

The condition $k_1\ll k_m[\mathrm L]+k_2$ is thus sufficient for $k_{ss}$ to describe the decay of the total alkyl.

The same equation settles when the inverse-order limit holds for the total alkyl. Because $S-\lambda_s=\lambda_f$, the ratio of the exact constant to its proposed limit is

$$
\frac{\lambda_s}{Kk_2/[\mathrm L]}=\frac{k_m[\mathrm L]}{\lambda_f},\qquad
\lambda_f=k_m[\mathrm L]+k_2+(k_1-\lambda_s).
$$

The ratio approaches one if $k_m[\mathrm L]\gg k_1+k_2$. The condition is also necessary. Both additions to $k_m[\mathrm L]$ are positive, so each must be small beside it. This requires $k_2\ll k_m[\mathrm L]$ directly. Since $\lambda_s=k_1k_2/\lambda_f$, the other addition is $k_1(1-k_2/\lambda_f)$, which is then close to $k_1$, and $k_1$ must be small as well.

Between the two limits the dependence on donor is described by an apparent order. Where $k_{ss}$ applies,

$$
n=\frac{d\ln k_{ss}}{d\ln[\mathrm L]}=-\frac{k_m[\mathrm L]}{k_m[\mathrm L]+k_2}=-\frac{[\mathrm L]}{[\mathrm L]+L^*},\qquad L^*=\frac{k_2}{k_m}.
$$

The order is minus the probability that an opening ends in recapture. It passes through $-1/2$ at $[\mathrm L]=L^*$, where recapture and elimination are equally fast.

The opening example belongs to a model with the round parameters $k_1=0.01$ s⁻¹, $k_m=10^4$ M⁻¹ s⁻¹ and $k_2=10$ s⁻¹. They give $K=0.001$ mM, $L^*=1$ mM and $Kk_2=0.01$ mM s⁻¹. The exact constants below are eigenvalues of the linear balances.

| $[\mathrm L]$ / mM | exact $\lambda_s$ / s⁻¹ | $Kk_2/[\mathrm L]$ / s⁻¹ | order |
|---|---|---|---|
| 0.01 | $9.90\times10^{-3}$ | $1.00$ | −0.010 |
| 1 | $5.00\times10^{-3}$ | $1.00\times10^{-2}$ | −0.500 |
| 20 | $4.76\times10^{-4}$ | $5.00\times10^{-4}$ | −0.952 |
| 100 | $9.90\times10^{-5}$ | $1.00\times10^{-4}$ | −0.990 |

At 0.01 mM the inverse formula is wrong by a factor of about 100, since it would have the alkyl decompose faster than it loses its donor. At 20 mM it is 5% above the exact value, and at 100 mM 1% above. The steady-state formula is much closer throughout. Its largest tabulated error, at 1 mM, is 0.025% of the exact constant, in agreement with $(k_1-\lambda_s)/D=0.005/20$. At 20 mM the induction time $1/\lambda_f$ is 4.8 ms, whereas the decay takes many minutes. The full numerical output follows the text.

Taking the reciprocal of $k_{ss}$ turns the rate law into a straight line:

$$
\frac1{k_{ss}}=\frac{k_m[\mathrm L]+k_2}{k_1k_2}=\frac1{k_1}+\frac{[\mathrm L]}{Kk_2}.
$$

The intercept gives $k_1$, and intercept divided by slope gives $L^*=k_2/k_m$. The separate values of $k_2$ and $k_m$ cannot be found from this line, because multiplying both by one factor leaves it unchanged. A least-squares line through the exact reciprocals at twelve equally spaced concentrations from 1 to 100 mM has the slope 100.0 s mM⁻¹ and the intercept 100.08 s; the last digit of the intercept depends on the points chosen, and the two end points alone give 100.05 s. The small excess over $1/k_1=100$ s has a definite origin. The exact reciprocal is $(S-\lambda_s)/(k_1k_2)$, which exceeds $1/k_{ss}$ by $(k_1-\lambda_s)/(k_1k_2)$, an amount below $1/k_2=0.1$ s.

The condition on $k_1$ matters when dissociation is extensive. Suppose that $k_2\ll k_1+k_m[\mathrm L]$, so that the donor equilibrium is maintained while elimination slowly drains it. From $\lambda_s\lambda_f=k_1k_2$ and $\lambda_f>k_1$ it follows that $\lambda_s<k_2$. The denominator $S-\lambda_s$ then lies between $k_1+k_m[\mathrm L]$ and that sum plus $k_2$, and to leading order

$$
\lambda_s\approx\frac{k_1k_2}{k_1+k_m[\mathrm L]}=\frac{k_2K}{K+[\mathrm L]} .
$$

This is $k_2$ times the fraction of alkyl that has an open site. It becomes $Kk_2/[\mathrm L]$ when $[\mathrm L]\gg K$, that is, when most of the alkyl still holds its donor.

Take $k_1=1000$ s⁻¹, $k_2=1$ s⁻¹, the same $k_m$, and 10 mM donor. Recapture, at 100 s⁻¹, is 100 times faster than elimination, yet the order is only −0.09, because $K=100$ mM exceeds $[\mathrm L]$. The exact constant is 0.909 s⁻¹, as the equilibrium formula predicts, while $k_{ss}$ is 9.90 s⁻¹. The latter is still nearly right as the rate divided by the actual $[\mathrm A]$, for which the exact result is $k_1k_2/(D-\lambda_s)=1000/100.09=9.99$ s⁻¹. But only about one alkyl in eleven is A. The rate law written with the intact complex survives here; its use with the total alkyl in place of $[\mathrm A]$ does not.

The inverse order also depends on what $k_2$ contains. Let elimination be reversible: I forms a hydride–alkene complex H with constant $k_b$, H returns to I by insertion with constant $k_{mb}$, and H loses alkene irreversibly with constant $k_x$. When H, like I, stays scarce and in a steady state, $k_b[\mathrm I]=(k_{mb}+k_x)[\mathrm H]$. The product forms at the rate $k_x[\mathrm H]$, so the effective elimination constant is

$$
k_2=\frac{k_x[\mathrm H]}{[\mathrm I]}=\frac{k_bk_x}{k_{mb}+k_x}.
$$

With $k_b=40$, $k_{mb}=300$ and $k_x=100$ s⁻¹ this is $4000/400=10$ s⁻¹, the value used above. The slow eigenvalue of the three-species balances at 20 mM donor agrees with the rate law to 0.005%, and the order is again −0.952.

The situation changes if the donor itself displaces the alkene, so that $k_x=k_L[\mathrm L]$. Substituting the new $k_2$ into $k_{ss}$, multiplying numerator and denominator by $k_{mb}+k_L[\mathrm L]$, and cancelling one factor $[\mathrm L]$ gives

$$
k=\frac{k_1k_bk_L}{k_m(k_{mb}+k_L[\mathrm L])+k_bk_L},
$$

$$
n=-\frac{k_mk_L[\mathrm L]}{k_m(k_{mb}+k_L[\mathrm L])+k_bk_L}.
$$

Both expressions hold while I and H stay scarce. They fail as $[\mathrm L]$ tends to zero, where recapture and alkene release both stop and these species accumulate. For $k_L=1000$ M⁻¹ s⁻¹ and 20 mM donor, the order is $-2.0\times10^5/(3.24\times10^6)=-0.062$, which the eigenvalues confirm. Donor still has to leave before elimination, but it is needed again to release the alkene, and the two dependences nearly cancel. An order near zero therefore does not exclude prior donor loss. If displacement becomes much faster than insertion, $k_L[\mathrm L]\gg k_{mb}$, the effective $k_2$ tends to the constant $k_b$, and the inverse order returns once $k_m[\mathrm L]\gg k_b$.

A second path, by which A eliminates directly without losing its donor, limits the inverse order from the side of high donor. If its constant is $k_d$, with $k_1$ small beside $D$ and $k_d$ small beside $k_2$, the rates of the two paths add:

$$
k\approx k_d+k_{ss},\qquad
n\approx-\frac{k_{ss}}{k_d+k_{ss}}\,\frac{[\mathrm L]}{[\mathrm L]+L^*}.
$$

The first factor in $n$ is the share of the reaction that passes through I. Inverse first order now needs a window, $L^*\ll[\mathrm L]\ll Kk_2/k_d$. In the model with $k_d=10^{-4}$ s⁻¹ the upper edge is 100 mM and the lower is 1 mM, too close together for the limit to be reached well. The order is −0.82 at 10 mM, −0.49 at 100 mM and −0.09 at 1000 mM. Added donor cannot bring the decay constant below $k_d$ as long as $k_2>k_d$, as it is here: the quadratic becomes $(k_1+k_d-\lambda)(D-\lambda)-k_1k_m[\mathrm L]$, which equals $k_1(k_2-k_d)>0$ at $\lambda=k_d$ and is negative at $\lambda=k_1+k_d$, so $k_d$ lies below the slow root.

Finally, the donor may not be in excess. Let $A_0$ and $L_0$ be the initial concentrations of complex and free donor, with no direct path, and suppose that the product does not bind L. Each A that has disappeared has released one donor, whether it is now I or product, so $[\mathrm L]=L_0+A_0-[\mathrm A]$. If I stays scarce and adjusts much faster than $[\mathrm A]$ and $D$ change, its steady-state concentration can be inserted into the balance for A, which gives

$$
\frac{d[\mathrm A]}{dt}=-k_1[\mathrm A]\left(1-\frac{k_m[\mathrm L]}{D}\right)=-\frac{k_1k_2[\mathrm A]}{k_2+k_m(L_0+A_0-[\mathrm A])}.
$$

Separation of the variables yields

$$
-\left[\frac{k_2+k_m(L_0+A_0)}{[\mathrm A]}-k_m\right]d[\mathrm A]=k_1k_2\,dt ,
$$

and integration from $A_0$ at $t=0$ to $[\mathrm A]$ at $t$ gives

$$
t=\frac{[k_2+k_m(L_0+A_0)]\ln(A_0/[\mathrm A])-k_m(A_0-[\mathrm A])}{k_1k_2}.
$$

The reaction inhibits itself, because the donor it releases closes the remaining sites more often. For $A_0=10$ mM and no added donor, $k_2+k_mA_0=110$ s⁻¹, and the half-life is

$$
t_{1/2}=\frac{110\ln2-50}{0.1}\ \mathrm s=262.5\ \mathrm s .
$$

Integration of the full nonlinear balances gives 262.6 s. The next halving takes 512.6 s, so the decay is far from a single exponential even though the rate law is first order in A at each fixed $[\mathrm L]$. With 10 mM of donor added at the start, the successive half-lives are 955.6 and 1205.7 s.

If instead each product molecule binds one donor at once, the donor released by dissociation is taken up again on elimination, and $[\mathrm L]=L_0+[\mathrm I]$. As long as $[\mathrm I]\ll L_0$, the free donor is constant without being in excess. For $L_0=10$ mM the full balances then give two equal half-lives of 762.5 s, equal to $\ln2/k_{ss}$. In these runs with 10 mM of added donor, the fate of the donor after elimination thus decides whether the decay looks first order. To find the order in donor, one must compare rates at known free donor concentrations, and the amount added equals the free concentration only if release and uptake by the metal species are negligible or cancel.

## Calculated quantities

```
k1 = 0.01 1/s; km = 1e+04 1/(M s); k2 = 10 1/s
Dissociation constant K = 0.001 mM
Crossover donor concentration k2/km = 1 mM
Inverse-limit coefficient K*k2 = 0.01 mM/s
Columns: L (mM), k exact, k steady, k inverse (1/s), order, return prob.
   0.01 9.900893e-03 9.900990e-03 1.000000e+00 -0.0099 0.0099
   0.10 9.090157e-03 9.090909e-03 1.000000e-01 -0.0910 0.0909
   1.00 4.998750e-03 5.000000e-03 1.000000e-02 -0.5000 0.5000
  10.00 9.090158e-04 9.090909e-04 1.000000e-03 -0.9090 0.9091
  20.00 4.761689e-04 4.761905e-04 5.000000e-04 -0.9523 0.9524
 100.00 9.900893e-05 9.900990e-05 1.000000e-04 -0.9901 0.9901
At L = 20 mM: induction time 1/lf = 4.762 ms
  I/A at t = 0.1 s: 4.76192e-05; steady-state value 4.76190e-05
Reciprocal plot, L = 1 to 100 mM: intercept 100.08 s
  slope 100.000 s/mM; intercept/slope 1.0008 mM
Extensive dissociation: k1 = 1000 1/s, k2 = 1 1/s, L = 10 mM
  K = 100 mM; km*L = 100 1/s
  k exact 0.90902, pre-equilibrium 0.90909, steady state 9.90099 1/s
  apparent order -0.0910
Reversible elimination: kb = 40, kmb = 300, kx = 100 1/s; effective k2 = 10.000 1/s
  L = 20 mM: k exact 4.761673e-04, k formula 4.761905e-04 1/s
  order, spontaneous alkene loss: -0.9523
  order, alkene displaced by donor (kL = 1000 1/(M s)): -0.0617
Direct path kd = 1.0e-04 1/s; K*k2/kd = 100 mM
  L = 10 mM: k = 1.00901e-03 1/s, order -0.8189
  L = 100 mM: k = 1.99008e-04 1/s, order -0.4926
  L = 1000 mM: k = 1.09990e-04 1/s, order -0.0907
Batch runs with A0 = 10 mM, product does not bind donor:
  L0 = 0 mM: t(1/2) = 262.6 s (formula 262.5 s)
    t(1/4) = 775.2 s (formula 774.9 s); second half-life 512.6 s
  L0 = 10 mM: t(1/2) = 955.6 s (formula 955.6 s)
    t(1/4) = 2161.3 s (formula 2161.2 s); second half-life 1205.7 s
Product binds donor, L0 = 10 mM: half-lives 762.5 s and 762.5 s
  constant-donor formula: 762.5 s
```
